# Clausing transmission of a diffuse-walled phonon wire and its long-wire limit

A wire with perfectly diffuse walls and a length of 20 diameters transmits a fraction 0.0594 of the phonons that enter it. At 200 diameters the fraction is 0.00656. The length has grown tenfold, yet the fraction times the length in diameters has only risen from 1.189 to 1.312. The theorem below identifies the limit of this product as 4/3, and Remark 1 estimates how slowly it is approached.

## Assumptions and theorem

A straight circular wire of diameter \(D\) and length \(L\) joins two black reservoirs, which absorb every phonon that reaches them. The following is assumed.

1. The flux entering at each end is uniform over the disk and isotropic: the share at polar angle \(\theta\) to the axis is \(2\sin\theta\cos\theta\,d\theta\).
2. Phonons move in straight lines inside the wire, with an isotropic velocity and no bulk scattering.
3. Every wall collision is elastic. The wall absorbs no net energy and re-emits by the cosine law, with no memory of the incoming direction.

Axial distances are measured in diameters: \(u=z/D\) and \(l=L/D\). Let \(W\) be the fraction of phonons entering at \(u=0\) that leave at \(u=l\), and let \(w(u)\) be the probability that a phonon leaving the wall at \(u\) finally exits at \(u=l\). Write \(c=\sqrt{1+u^2}\) and define
\[
F(u)=(c-u)^2,\qquad G(u)=\frac{F(u)}{2c},\qquad K(u)=\frac{F(u)(2c+u)}{2c^3}.
\]

**Theorem.** Under these assumptions \(w\) is the unique bounded solution of Clausing's equation
\[
w(u)=G(l-u)+\int_0^l K(|u-v|)\,w(v)\,dv ,\tag{1}
\]
and the transmission is
\[
W=F(l)+4\int_0^l G(u)w(u)\,du .\tag{2}
\]
Moreover \(lW<4/3\) for every \(l\), and \(lW\to4/3\) as \(l\to\infty\). Hence \(W\sim 4D/(3L)\).

## Lemma 1: the exchange factors

\(F(u)\) is the fraction of an isotropic flux from one cross-section that reaches a second one at distance \(u\) without touching the wall. \(G(u)\) is the probability that a phonon emitted by the wall crosses a section at distance \(u\) on a given side before its next wall hit. \(K(u)\) is the probability per unit \(u\) that its next wall hit lies at distance \(u\) on a given side.

**Proof.** Rays at angle \(\theta\) shift sideways by \(s=u\tan\theta\) between the two sections. The fraction that arrives is the overlap of two disks of unit diameter displaced by \(s\),
\[
O(s)=\frac2\pi\left(\arccos s-s\sqrt{1-s^2}\right),\qquad O'(s)=-\frac4\pi\sqrt{1-s^2}.
\]
The angular weight is \(2\sin\theta\cos\theta\,d\theta=d(\sin^2\theta)\), with \(\sin^2\theta=s^2/(s^2+u^2)\). Integration by parts has no boundary term, because \(O(1)=0\) and \(\sin^2\theta=0\) at \(s=0\). Therefore
\[
F=\frac4\pi\int_0^1\frac{s^2\sqrt{1-s^2}}{s^2+u^2}\,ds
=\frac4\pi\left[\frac\pi4-u^2J\right],\qquad J=\int_0^1\frac{\sqrt{1-s^2}}{s^2+u^2}\,ds .
\]
With \(s=\sin\alpha\),
\[
J=\int_0^{\pi/2}\left[\frac{1+u^2}{\sin^2\alpha+u^2}-1\right]d\alpha
=\frac{\pi c^2}{2uc}-\frac\pi2=\frac{\pi(c-u)}{2u}.
\]
So \(F=1-2u(c-u)=1+2u^2-2uc=(c-u)^2\).

Of the flux entering a section, the part \(-F'(u)\,du\) first hits the wall between \(u\) and \(u+du\). Cosine-law exchange is reciprocal: area times exchange fraction is the same in both directions. The disk has area \(\pi/4\) and the ring \(\pi\,du\), so \(\tfrac\pi4(-F'du)=\pi\,du\,G\), or \(G=-F'/4\). Differentiation gives
\[
F'=2(c-u)\left(\frac uc-1\right)=-\frac{2F}{c},\qquad G=\frac{F}{2c}.
\]
A phonon that crosses the section at \(u\) but not the one at \(u+du\) has hit the wall between them. Thus
\[
K=-G'=-\frac{F'}{2c}+\frac{Fu}{2c^3}=\frac{F}{c^2}+\frac{Fu}{2c^3}=\frac{F(2c+u)}{2c^3}.\qquad\blacksquare
\]

Three consequences are used below. First, \(G(0)=\tfrac12\), so half of the wall emission goes to each side. Second, since \(F=1/(c+u)^2\), we have \(F\le1/(4u^2)\), and \(K\simeq3/(8u^4)\) at large \(u\). Third, with \(u=\sinh t\),
\[
\int_0^\infty F\,du=\int_0^\infty e^{-2t}\cosh t\,dt=\frac12\left(1+\frac13\right)=\frac23 .\tag{3}
\]

This area is also the mean square axial flight between wall hits, in units of \(D^2\). Two integrations by parts, with vanishing boundary terms, give \(2\int_0^\infty u^2K\,du=4\int_0^\infty uG\,du=\int_0^\infty F\,du\). Direct integration of the cosine law over the wall gives 0.666667 for the same quantity.

## Lemma 2: existence, uniqueness and symmetry

Equation (1) has exactly one bounded solution. It satisfies \(0<w<1\) and \(w(u)+w(l-u)=1\).

**Proof.** A phonon leaving the wall at \(u\) reaches the far end directly, with probability \(G(l-u)\), or leaves through the inlet, or hits the wall at some \(v\) and starts afresh. This is (1). A phonon from the inlet either passes directly or first hits the wall with density \(-F'=4G\), which is (2).

Since \(K=-G'\) and \(G(0)=\tfrac12\),
\[
\int_0^lK(|u-v|)\,dv=1-G(u)-G(l-u)\le1-2G(l)<1,\tag{4}
\]
because \(G\) decreases. The integral operator is therefore a contraction on bounded functions, and (1) has one solution, found by iteration. If \(0\le f\le1\), the right side of (1) with \(f\) in place of \(w\) is at least \(G(l-u)>0\) and at most \(1-G(u)<1\). The solution thus lies strictly between 0 and 1.

The reflected function \(w(l-u)\) solves (1) with source \(G(u)\). By (4), the constant 1 solves it with source \(G(u)+G(l-u)\). Their difference \(1-w(l-u)\) has source \(G(l-u)\), so by uniqueness it equals \(w(u)\). \(\blacksquare\)

## Lemma 3: an exact identity

For every \(l>0\),
\[
lW=2\int_0^lF(u)\,[1-w(u)]\,du .\tag{5}
\]

**Proof.** Let \((Af)(u)=f(u)-\int_0^lK(|u-v|)f(v)\,dv\), so that (1) reads \(Aw=G(l-u)\). Apply \(A\) to the function \(f(u)=u\). On the whole line \(K\) is even about \(u\) and has total weight 1, hence \(\int_{-\infty}^{\infty}K(|u-v|)\,v\,dv=u\). What remains is the part of this integral outside the wire:
\[
Au=\int_{-\infty}^0K(|u-v|)\,v\,dv+\int_l^\infty K(|u-v|)\,v\,dv .
\]
Put \(v=-s\) in the first integral and \(v=l+s\) in the second. Integrating by parts with \(K=-G'\), and using \(\int_x^\infty G=F(x)/4\), gives
\[
\int_0^\infty sK(x+s)\,ds=\int_0^\infty G(x+s)\,ds=\frac{F(x)}4 .
\]
The first integral is then \(-F(u)/4\), and the second is \(l\,G(l-u)+F(l-u)/4\). Thus
\[
Au=l\,G(l-u)+\tfrac14\left[F(l-u)-F(u)\right].\tag{6}
\]

The kernel is symmetric in \(u\) and \(v\), so \(\int_0^l u\,(Aw)\,du=\int_0^l(Au)\,w\,du\). Let \(\Phi=\int_0^lF\,du\). The left side is
\[
\int_0^l(l-s)G(s)\,ds=\frac{l[1-F(l)]}4-\frac{\Phi-lF(l)}4=\frac{l-\Phi}4 ,
\]
where \(\int_0^lG=[1-F(l)]/4\) and \(\int_0^lsG\,ds=[\Phi-lF(l)]/4\) follow from \(G=-F'/4\).

On the right side, the symmetry of \(w\) and equation (2) give
\[
\int_0^lG(l-u)w\,du=\int_0^lG(1-w)\,du=\frac{1-F(l)}4-\frac{W-F(l)}4=\frac{1-W}4 .
\]
In the same way \(\int_0^lF(l-u)w\,du=\Phi-\int_0^lFw\,du\). Equating the two sides and multiplying by 4,
\[
l-\Phi=l-lW+\Phi-2\int_0^lFw\,du ,
\]
which is (5). \(\blacksquare\)

For the seven lengths tabulated below, the two sides of (5), computed from a numerical solution of (1), agree to a relative \(2.4\times10^{-5}\).

## Proof of the limit

Subtract (5) from \(4/3=2\int_0^\infty F\,du\), which is (3):
\[
\frac43-lW=2\int_l^\infty F\,du+2\int_0^lFw\,du .\tag{7}
\]
Both terms are positive, so \(lW<4/3\).

For the other direction choose \(M\le l\). Since \(w<1\) and \(F\le1/(4u^2)\), the parts of (7) beyond \(M\) contribute at most \(2\int_M^\infty F\,du\le1/(2M)\). Below \(M\), use \(F=2cG\le2\sqrt{1+M^2}\,G\). Equation (2) gives \(\int_0^lGw\,du\le W/4\), and we already know \(W<4/(3l)\). Hence
\[
0<\frac43-lW\le\frac1{2M}+\frac{4\sqrt{1+M^2}}{3l}.\tag{8}
\]
Take \(M=\sqrt{3l/8}\), which is allowed for \(l\ge3/8\), and use \(\sqrt{1+M^2}\le1+M\). The right side is then at most \(2\sqrt{2/(3l)}+4/(3l)\), which tends to zero. \(\blacksquare\)

The proof assumes neither diffusion nor a linear profile of \(w\). It needs a finite area under \(F\), which means a finite mean square flight.

## Remark 1: how fast, and the short wire

| \(L/D\) | \(W\) | \(4D/(3L)\) | \(WL/D\) |
|---|---|---|---|
| 1 | 0.5142 | 1.3333 | 0.514 |
| 5 | 0.1909 | 0.2667 | 0.955 |
| 10 | 0.1093 | 0.1333 | 1.093 |
| 20 | 0.0594 | 0.0667 | 1.189 |
| 50 | 0.02528 | 0.02667 | 1.264 |
| 100 | 0.01294 | 0.01333 | 1.294 |
| 200 | 0.00656 | 0.00667 | 1.312 |

Simulated flights, which use ray geometry and none of the exchange factors, give 0.0589 at \(L/D=20\) with a standard error of 0.0004.

The bound (8) is safe but not sharp. To estimate the actual deficit, insert the nearly linear profile \(w\approx u/l\) and the tail \(F\approx1/(4u^2)\) into (7). The logarithm comes from \(1\ll u\ll l\):
\[
\frac43-lW\approx\frac2l\int_1^l\frac{u\,du}{4u^2}+O\!\left(\frac1l\right)=\frac{\ln l}{2l}+O\!\left(\frac1l\right).
\]
This is an estimate, not part of the theorem. It predicts that \(l(4/3-lW)\) grows with slope \(1/2\) against \(\ln l\). Between \(l=100\) and 200 the computed slope is about 0.56, which is consistent with \(1/2\) if the next terms, not derived here, still contribute at these lengths. Physically, the slow correction comes from rare long flights at small angles to the axis.

In the opposite limit \(l\to0\), \(F(l)=1-2l+O(l^2)\). Also \(G=\tfrac12+O(l)\), and the integral in (1) is \(O(l)\), so \(w=\tfrac12+O(l)\). Equation (2) gives
\[
W=1-2l+4\cdot\tfrac12\cdot\tfrac12\,l+O(l^2)=1-\frac LD+O(l^2).
\]
A short wire returns half of the phonons that touch its wall.

## Remark 2: heat conduction

Let the reservoirs differ by a small temperature \(\Delta T\). For one polarization with speed \(v\), the density of states is \(\omega^2/(2\pi^2v^3)\), and the one-way flux is \(v/4\) times the energy density. Its temperature derivative, summed over polarizations, is the contact conductance per area \(H\). With \(x=\hbar\omega/(k_BT)\),
\[
H=\sum\frac{k_B^4T^3}{8\pi^2\hbar^3v^2}\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}
=\sum\frac{\pi^2k_B^4T^3}{30\hbar^3v^2},
\]
because the integral equals \(4\int_0^\infty x^3/(e^x-1)\,dx=4\pi^4/15\).

\(W\) depends on geometry alone, so it is the same for every mode. The wire conductance is \(HW\pi D^2/4\), and the apparent conductivity, contacts included, is \(k=HWL\). Since \(H=\sum Cv/4\), with \(C\) the heat capacity per volume of one polarization, the theorem gives
\[
k\to\frac{4D}3\sum\frac{Cv}4=\frac D3\sum Cv .
\]
This is the Casimir limit, with mean free path \(D\). At finite length the mean free path is replaced by \(3WL/4\).

The wall temperature, as a fraction of \(\Delta T\) above the cold reservoir, is \(1-w(u)\). Energy balance at the wall gives it source \(G(u)\) from the hot end and none from the cold end, and this is the equation that \(1-w\) satisfies.

**Example.** Take \(D=100\) nm, \(L=2000\) nm and \(T=10\) K, with rough sound speeds for silicon of 9000 m/s (longitudinal) and 5400 m/s (two transverse branches). Then \(H=8.249\times10^5\) W/(m² K), and the cross-section is 7854 nm². The conductance is
\[
8.249\times10^5\times0.05945\times7.854\times10^{-15}\ \text{W/K}=385\ \text{pW/K}.
\]
The apparent conductivity is \(8.249\times10^5\times0.05945\times2\times10^{-6}=0.098\) W/(m K), against 0.110 W/(m K) from the long-wire law, which is 12% too high relative to the finite-wire value. The effective path is \(0.75\times0.05945\times2000=89\) nm. The wall stands at 0.974 of \(\Delta T\) at the hot end and 0.026 at the cold end, so each contact has a temperature jump of 2.6% of \(\Delta T\).

## Proposition: grazing specular reflection destroys the limit

Replace assumption 3 by the following model of a rough wall. A phonon of wavelength \(\lambda\) that meets the wall with incidence cosine \(n\) is reflected specularly with probability \(e^{-an^2}\), where \(a=(4\pi\eta/\lambda)^2\) and \(\eta\) is the rms roughness. Otherwise it is absorbed and re-emitted with no memory of its incoming direction. The proof below holds for any angular law of this re-emission, because it counts only phonons that are never absorbed. Then, for fixed finite \(a>0\), \(lW\to\infty\) as \(l\to\infty\).

**Proof.** Consider a phonon entering at angle \(\theta\) whose reflections are all specular. Its path, projected on the cross-section, is a sequence of equal chords of length \(b\le1\) in units of \(D\). The incidence cosine is \(n=b\sin\theta\) at every hit, and the axial advance per chord is \(b\cot\theta\). There are at most \(1+(l/b)\tan\theta\) hits before the exit, so the probability that all are specular is at least
\[
\exp\left[-ab^2\sin^2\theta\left(1+\frac{l\tan\theta}b\right)\right]\ge\exp\left[-a\sin^2\theta\,(1+l\tan\theta)\right].
\]
Let \(\varepsilon=(al)^{-1/3}\), with \(l\) so large that \(\varepsilon\le\tfrac12\) and \(a\varepsilon^2\le1\). For \(\sin\theta\le\varepsilon\) we have \(\tan\theta\le2\sin\theta\), and the exponent is at least \(-(a\varepsilon^2+2al\varepsilon^3)\ge-3\). A fraction \(\varepsilon^2\) of the entering flux lies in this cone. Hence \(W\ge e^{-3}(al)^{-2/3}\), and \(lW\ge e^{-3}a^{-2/3}l^{1/3}\to\infty\). \(\blacksquare\)

The law \(4D/(3L)\) thus requires diffuse scattering at grazing incidence too. In this rough-wall model some further process, such as bulk scattering, must limit the conductivity of a very long wire.

## Remark 3: the example beside a real silicon wire

The diameter, length and temperature are within reach of low-temperature nanowire experiments, but two neglected effects are large. Each is sized on its own, without the other.

The first is partial specularity. With a rough value \(\eta=3\) nm and the transverse speed for all phonons, the wavelength at the mean thermal frequency is 5.4 nm, so \(a\approx49\). Averaged over an isotropic incident flux, the specular probability is \(\int_0^12n\,e^{-an^2}dn\approx1/a\), about 2% at this wavelength. Its mean over the thermal spectrum is about 5%. Yet simulated flights over the thermal spectrum, with re-emission by the cosine law, give \(W=0.097\) instead of 0.059, an increase of 63%. This overstates the effect: the wall absorbs few grazing phonons, so in equilibrium it must also emit few. If the cosine law is weighted by the absorbed share \(1-e^{-an^2}\), as detailed balance requires, \(W\) is about 0.087 and the increase about 47%. With \(a=49\) for every phonon and the same weighted re-emission, the increase is only about 24%. The rest comes from the spread of wavelengths in the thermal spectrum: long waves have a smaller \(a\) and are reflected specularly more often. The transverse speed used so far understates the effect, because longitudinal phonons have longer waves at the same frequency. With each branch's own speed in \(a\), and no conversion between branches at the wall, the increase is about 55%.

The second is elastic anisotropy. Rough elastic constants of 166, 64 and 80 GPa (\(C_{11}\), \(C_{12}\), \(C_{44}\)) and a density of 2330 kg/m³ give long-wire conductivities of about 1.7, 1.2 and 1.0 times the isotropic value for wires along [100], [110] and [111]. At the length of the example, \(L=20D\), simulated flights with diffuse walls give smaller ratios, about 1.5 along [100] and 1.1 along [110]. All these ratios contain both the focusing of energy flow and the difference between the true mode speeds and the two rough ones.

Three further effects are smaller; imperfect contacts, a surface oxide and impurities are not sized here. A scalar-wave count of lateral modes changes by about 4.6% through its perimeter term, with a sign that depends on the boundary condition. A sine-shaped transverse band with a rough edge at 4.5 THz raises the transverse flux by 2.2%. Rough isotope and Umklapp rates give a scattering probability of about \(10^{-4}\) per diameter travelled. The value 385 pW/K therefore belongs to the isotropic, fully diffuse model. A real wire could differ from it by more than half, depending on its axis and surface.

## Numbers as computed

```
mean square axial flight / D^2 (quadrature): 0.666667
integral of F over u: 0.666667
L/D      W         4D/(3L)    W*L/D
    1  0.514231  1.333333  0.5142
    5  0.190942  0.266667  0.9547
   10  0.109319  0.133333  1.0932
   20  0.059449  0.066667  1.1890
   50  0.025276  0.026667  1.2638
  100  0.012944  0.013333  1.2944
  200  0.006560  0.006667  1.3119
Monte Carlo W at L/D = 1: 0.5154
Monte Carlo W at L/D = 5: 0.1906
Monte Carlo W at L/D = 20: 0.0589
Monte Carlo standard error at L/D = 20: 0.0004
largest relative error of the exact identity: 2.4e-05
relative change of W(20) on finer grid: 1.6e-05
log slope of (L/D)(4/3 - W L/D), 100 to 200: 0.563
diameter: 100 nm, length: 2000 nm, T: 10 K
sound speeds (rough): 9000 and 5400 m/s
contact conductance per area: 8.2491e+05 W/(m2 K)
wire cross-section: 7854 nm2
wire conductance: 385.2 pW/K
apparent conductivity: 0.0981 W/(m K)
long-wire conductivity: 0.1100 W/(m K)
effective mean free path 3WL/4: 89.2 nm
long-wire law overestimates W by: 12.1 %
wall temperature fraction at hot end: 0.9740
wall temperature fraction at cold end: 0.0260
elastic constants (rough): 166, 64, 80 GPa; density 2330 kg/m3
anisotropic/isotropic conductivity, axis [100]: 1.73
anisotropic/isotropic conductivity, axis [110]: 1.21
anisotropic/isotropic conductivity, axis [111]: 1.01
rms roughness (rough): 3 nm
wavelength at mean thermal frequency: 5.4 nm
W with partly specular walls: 0.0970
change of W by specularity: 63 %
mode quantization, perimeter estimate: 4.6 %
transverse band edge (rough): 4.5 THz
dispersion, change of transverse flux: 2.2 %
isotope strength (rough): 1.3e-45 s3
Umklapp strength (rough): 1.4e-19 s/K, 150 K
bulk scattering probability per diameter: 1.1e-04
```
